# Spin contamination of an unrestricted determinant, with lithium and nitrogen: test program

```python
# Result under test, for a determinant with n_up spin-up orbitals a_i and
# n_down spin-down orbitals b_j (each set orthonormal), hbar = 1:
#   <S^2> = Sz(Sz+1) + n_down - sum_ij |<a_i|b_j>|^2,  Sz = (n_up-n_down)/2.
# The excess n_down - sum_ij |<a_i|b_j>|^2 is the spin contamination.
# The formula is compared with spin operators built as Fock-space matrices.
# For Li and N the overlaps are radial integrals of unrestricted
# Hartree-Fock orbitals (Hartree atomic units).
import numpy as np
import scipy.sparse as sp
from pyscf import gto, scf


def creation_operators(n_modes):
    create = sp.csr_matrix(np.array([[0.0, 0.0], [1.0, 0.0]]))
    signs = np.array([1.0])
    operators = []
    for k in range(n_modes):
        left = sp.kron(sp.diags(signs), create)
        operators.append(sp.kron(left, sp.identity(2**(n_modes - k - 1)),
                                 format="csr"))
        signs = np.kron(signs, [1.0, -1.0])
    return operators


class FockSpace:
    def __init__(self, n_orbitals):
        modes = creation_operators(2 * n_orbitals)
        self.up, self.down = modes[:n_orbitals], modes[n_orbitals:]
        self.plus = sum(u @ d.T for u, d in zip(self.up, self.down)).tocsr()
        self.minus = self.plus.T.tocsr()
        self.sx = (self.plus + self.minus) / 2
        self.sy = (self.plus - self.minus) / 2j
        self.sz = sum(u @ u.T - d @ d.T
                      for u, d in zip(self.up, self.down)) / 2

    def determinant(self, a, b):
        state = np.zeros(self.plus.shape[0], dtype=complex)
        state[0] = 1.0
        for operators, orbitals in ((self.down, b), (self.up, a)):
            for column in orbitals.T:
                state = sum(c * (op @ state)
                            for c, op in zip(column, operators))
        return state

    def apply_s2(self, state):
        return sum(s @ (s @ state) for s in (self.sx, self.sy, self.sz))

    def mean_s2(self, state):
        return np.vdot(state, self.apply_s2(state)).real


def formula_s2(overlaps, n_up, n_down):
    sz = (n_up - n_down) / 2
    return sz * (sz + 1) + n_down - np.sum(np.abs(overlaps)**2)


# ---- general determinants with random complex orbitals ----
rng = np.random.default_rng(7)


def random_orbitals(dimension, number):
    z = rng.normal(size=(dimension, number, 2)) @ np.array([1, 1j])
    return np.linalg.qr(z)[0]


space = FockSpace(4)
s2_matrix = space.sx @ space.sx + space.sy @ space.sy + space.sz @ space.sz
ladder_form = space.minus @ space.plus + space.sz @ space.sz + space.sz
assert abs(s2_matrix - ladder_form).max() < 1e-12

print("Random complex orbitals: n_up n_down, <S^2> operator, formula")
for n_up, n_down in ((3, 2), (2, 2), (1, 3)):
    a, b = random_orbitals(4, n_up), random_orbitals(4, n_down)
    psi = space.determinant(a, b)
    overlaps = a.conj().T @ b
    direct = space.mean_s2(psi)
    predicted = formula_s2(overlaps, n_up, n_down)
    raised_norm = np.linalg.norm(space.plus @ psi)**2
    assert abs(np.linalg.norm(psi) - 1) < 1e-12
    assert abs(direct - predicted) < 1e-11
    assert abs(raised_norm - n_down + np.sum(abs(overlaps)**2)) < 1e-11
    print(f"  {n_up} {n_down}  {direct:.8f}  {predicted:.8f}")

# spin-down space inside the spin-up space: pure spin S = Sz = 1/2
a = random_orbitals(4, 3)
b = a @ random_orbitals(3, 2)
psi = space.determinant(a, b)
assert np.linalg.norm(space.apply_s2(psi) - 0.75 * psi) < 1e-11
print(f"Down space inside up space (3,2): <S^2> = {space.mean_s2(psi):.8f}")


# ---- atoms ----
def even_tempered(l, number, smallest, ratio):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(number)]


def solve_atom(symbol, unpaired, n_s, s_min, n_p, p_min, ratio):
    basis = even_tempered(0, n_s, s_min, ratio)
    basis += even_tempered(1, n_p, p_min, ratio)
    mol = gto.M(atom=f"{symbol} 0 0 0", basis={symbol: basis},
                spin=unpaired, verbose=0)
    mf = scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 200
    energy = mf.kernel()
    assert mf.converged
    n_up, n_down = mol.nelec
    c_up = mf.mo_coeff[0][:, :n_up]
    c_down = mf.mo_coeff[1][:, :n_down]

    # radial functions R(r) of the s orbitals, positive at the nucleus
    x, w = np.polynomial.legendre.leggauss(400)
    low, high = np.log(1e-6), np.log(60.0)
    r = np.exp(low + (high - low) * (x + 1) / 2)
    weight = w * (high - low) / 2 * r**3
    points = np.column_stack((np.zeros_like(r), np.zeros_like(r), r))
    ao = mol.eval_gto("GTOval_sph", points)
    radial, s_index = [], []
    for c in (c_up, c_down):
        s_part = np.abs(c[:n_s]).max(axis=0)
        p_part = np.abs(c[n_s:]).max(axis=0) if n_p else 0 * s_part
        assert np.all(np.minimum(s_part, p_part) < 1e-6)
        chosen = np.where(s_part > p_part)[0]
        f = np.sqrt(4 * np.pi) * ao[:, :n_s] @ c[:n_s, chosen]
        f = f * np.sign(f[0])
        norms = f.T @ (weight[:, None] * f)
        assert np.allclose(norms, np.eye(len(chosen)), atol=1e-9)
        radial.append(f)
        s_index.append(chosen)
    assert len(s_index[0]) == 2 and len(s_index[1]) == n_down
    overlaps = radial[0].T @ (weight[:, None] * radial[1])

    # spin-up p orbitals have no overlap with the spin-down s orbitals
    metric = mol.intor("int1e_ovlp")
    full = c_up.T @ metric @ c_down
    p_rows = np.delete(full, s_index[0], axis=0)
    assert p_rows.size == 0 or np.abs(p_rows).max() < 1e-8

    # all occupied orbitals in a common orthonormal frame
    factor = np.linalg.cholesky(metric)
    frame = np.linalg.qr(factor.T @ np.hstack((c_up, c_down)))[1]
    return dict(energy=energy, n_up=n_up, n_down=n_down, overlaps=overlaps,
                a=frame[:, :n_up], b=frame[:, n_up:],
                excess=n_down - np.sum(overlaps**2))


cases = {
    "Li": (1, (14, 0.015, 0, 0.0, 2.5), (18, 0.015, 0, 0.0, 2.2)),
    "N": (3, (14, 0.06, 9, 0.05, 2.5), (18, 0.06, 11, 0.05, 2.2)),
}
names = ("1s", "2s")
for symbol, (unpaired, small_basis, large_basis) in cases.items():
    small = solve_atom(symbol, unpaired, *small_basis)
    atom = solve_atom(symbol, unpaired, *large_basis)
    n_up, n_down, s = atom["n_up"], atom["n_down"], atom["overlaps"]
    sz = (n_up - n_down) / 2
    excess = atom["excess"]
    predicted = formula_s2(s, n_up, n_down)
    assert abs(small["excess"] / excess - 1) < 0.02

    space = FockSpace(n_up + n_down)
    psi = space.determinant(atom["a"], atom["b"])
    direct = space.mean_s2(psi)
    assert abs(direct - predicted) < 1e-9
    assert excess > 1e-7

    # weights of the total-spin components by projection
    spins = [sz + k for k in range(n_down + 1)]
    weights = []
    for spin in spins:
        part = psi
        for other in spins:
            if other != spin:
                gap = spin * (spin + 1) - other * (other + 1)
                part = (space.apply_s2(part)
                        - other * (other + 1) * part) / gap
        residual = space.apply_s2(part) - spin * (spin + 1) * part
        assert np.linalg.norm(residual) < 1e-10
        weights.append(np.linalg.norm(part)**2)
    assert abs(sum(weights) - 1) < 1e-9
    assert sum(weights[1:]) <= excess / (2 * sz + 2) + 1e-9
    if symbol == "Li":
        all_up = space.determinant(np.eye(3), np.zeros((3, 0)))
        quartet = space.minus @ all_up
        quartet = quartet / np.linalg.norm(quartet)
        quartet_weight = abs(np.vdot(quartet, psi))**2
        assert abs(quartet_weight - excess / 3) < 1e-9

    pair_loss = 1 - np.linalg.svd(s, compute_uv=False)**2
    assert abs(pair_loss.sum() - excess) < 1e-10
    diagonal_only = sz * (sz + 1) + n_down - np.sum(np.diag(s)**2)

    print(f"{symbol}: n_up = {n_up}, n_down = {n_down}, Sz = {sz}")
    print(f"  basis: {large_basis[0]} s and {large_basis[2]} p exponents,"
          f" ratio {large_basis[4]}")
    print(f"  smallest s exponent = {large_basis[1]} bohr^-2,"
          f" smallest p exponent = {large_basis[3]} bohr^-2"
          if large_basis[2] else
          f"  smallest s exponent = {large_basis[1]} bohr^-2")
    print(f"  UHF energy = {atom['energy']:.5f} hartree")
    for i in range(2):
        for j in range(n_down):
            print(f"  <{names[i]} up|{names[j]} down> = {s[i, j]:+.8f},"
                  f" squared = {s[i, j]**2:.8f}")
    print(f"  sum of squared overlaps = {np.sum(s**2):.8f}")
    print(f"  Sz(Sz+1) = {sz * (sz + 1):.2f}")
    print(f"  <S^2> radial formula = {predicted:.8f}")
    print(f"  <S^2> spin operators = {direct:.8f}")
    print(f"  contamination = {excess:.4e}")
    print(f"  contamination, smaller basis = {small['excess']:.4e}")
    print(f"  <S^2> with diagonal overlaps only = {diagonal_only:.8f}")
    print("  1 - d^2 of paired orbitals = "
          + ", ".join(f"{v:.4e}" for v in pair_loss))
    for spin, value in zip(spins[1:], weights[1:]):
        print(f"  weight of S = {spin} component = {value:.3e}")
    print(f"  bound on higher-spin weight = {excess / (2 * sz + 2):.4e}")

print("ALL CHECKS PASSED")
```

Output:

```
Random complex orbitals: n_up n_down, <S^2> operator, formula
  3 2  1.08754650  1.08754650
  2 2  1.16058670  1.16058670
  1 3  2.23810065  2.23810065
Down space inside up space (3,2): <S^2> = 0.75000000
Li: n_up = 2, n_down = 1, Sz = 0.5
  basis: 18 s and 0 p exponents, ratio 2.2
  smallest s exponent = 0.015 bohr^-2
  UHF energy = -7.43274 hartree
  <1s up|1s down> = +0.99999077, squared = 0.99998154
  <2s up|1s down> = -0.00166557, squared = 0.00000277
  sum of squared overlaps = 0.99998432
  Sz(Sz+1) = 0.75
  <S^2> radial formula = 0.75001568
  <S^2> spin operators = 0.75001568
  contamination = 1.5683e-05
  contamination, smaller basis = 1.5685e-05
  <S^2> with diagonal overlaps only = 0.75001846
  1 - d^2 of paired orbitals = 1.5683e-05
  weight of S = 1.5 component = 5.228e-06
  bound on higher-spin weight = 5.2277e-06
N: n_up = 5, n_down = 2, Sz = 1.5
  basis: 18 s and 11 p exponents, ratio 2.2
  smallest s exponent = 0.06 bohr^-2, smallest p exponent = 0.05 bohr^-2
  UHF energy = -54.40444 hartree
  <1s up|1s down> = +0.99997129, squared = 0.99994257
  <1s up|2s down> = -0.00627068, squared = 0.00003932
  <2s up|1s down> = +0.00651679, squared = 0.00004247
  <2s up|2s down> = +0.99602887, squared = 0.99207351
  sum of squared overlaps = 1.99209788
  Sz(Sz+1) = 3.75
  <S^2> radial formula = 3.75790212
  <S^2> spin operators = 3.75790212
  contamination = 7.9021e-03
  contamination, smaller basis = 7.9017e-03
  <S^2> with diagonal overlaps only = 3.75798391
  1 - d^2 of paired orbitals = 8.7904e-06, 7.8933e-03
  weight of S = 2.5 component = 1.580e-03
  weight of S = 3.5 component = 3.304e-09
  bound on higher-spin weight = 1.5804e-03
ALL CHECKS PASSED
```
